# A trion matrix built on GW energies and the BSE kernel, part 2

A trion, an exciton with an extra electron, is treated by diagonalizing an effective Hamiltonian. Atomic units hold in the algebra; numerical energies are in eV and lengths in Å. The labels are spin orbitals, \(v,w\) filled and \(c,d\) empty in the reference \(|0\rangle\), whose energy is the zero. The basis states are
\[ |vc_1c_2\rangle=a^\dagger_{c_1}a^\dagger_{c_2}a_v|0\rangle=-|vc_2c_1\rangle , \]
\[ \langle vc_1c_2|v'c_1'c_2'\rangle=\delta_{vv'}\,(\delta_{11'}\delta_{22'}-\delta_{12'}\delta_{21'}), \]
where \(\delta_{12'}\) means \(\delta_{c_1c_2'}\), and so on. They are orthonormal for \(c_1<c_2\). With \(B^\dagger_{vc}=a_c^\dagger a_v\), any conduction label \(e\) obeys \(B^\dagger_{vc}a^\dagger_e|0\rangle=|v\,e\,c\rangle\).

For a real symmetric interaction \(U\), \(\langle pq|U|rs\rangle=\int p^*(1)q^*(2)U(1,2)r(1)s(2)\). \(V\) is the bare Coulomb interaction, \(W\) the static screened one, and \(W_{pq,rs}=\langle pq|W|rs\rangle\). The BSE kernel, a screened direct term plus a bare exchange term, is
\[ K_{vc,v'c'}=-\langle cv'|W|c'v\rangle+\langle cv'|V|vc'\rangle . \]

With GW quasiparticle energies \(\varepsilon\), the effective Hamiltonian \(H_{\rm eff}\), a pairwise form that was chosen rather than derived, has the elements
\[ \begin{aligned}\langle vc_1c_2|H_{\rm eff}|v'c_1'c_2'\rangle={}&(\varepsilon_{c_1}+\varepsilon_{c_2}-\varepsilon_v)\,\delta_{vv'}(\delta_{11'}\delta_{22'}-\delta_{12'}\delta_{21'})\\&+\delta_{vv'}\big(W_{12,1'2'}-W_{12,2'1'}\big)\\&+K_{vc_1,v'c_1'}\delta_{22'}+K_{vc_2,v'c_2'}\delta_{11'}\\&-K_{vc_1,v'c_2'}\delta_{21'}-K_{vc_2,v'c_1'}\delta_{12'} .\end{aligned} \]

On neutral pairs \(B^\dagger_{vc}|0\rangle\) it gives the BSE in the Tamm-Dancoff approximation, with matrix \((\varepsilon_c-\varepsilon_v)\delta_{vv'}\delta_{cc'}+K_{vc,v'c'}\) and exciton energies \(\Omega\). The coupling of the trion states to \(a_c^\dagger|0\rangle\), a single added electron of energy \(\varepsilon_c\), is dropped.

**Q.** In a crystal \(W(q)\) diverges at small \(q\), and a trion is charged. How can its binding energy be finite and stable on a \(k\) mesh?

**A.** Take \(N\) cells at positions \(R\) with sites \(\alpha\) at \(R+\tau_\alpha\), Bloch states \(\psi_{nk}(R,\alpha)=e^{ikR}u_{nk}(\alpha)/\sqrt N\), and an interaction between site densities. The element contains \(N^{-2}\sum_{RR'}e^{i(k_r-k_p)R}e^{i(k_s-k_q)R'}U(R-R'+\tau_\alpha-\tau_\beta)\). At fixed \(R-R'\) the sum over \(R'\) gives \(N\) if \(k_p+k_q=k_r+k_s\) modulo a reciprocal vector and zero otherwise. Thus
\[ \langle pq|U|rs\rangle=\frac1N\sum_{\alpha\beta}u_p^*(\alpha)u_r(\alpha)\,U_{\alpha\beta}(k_r-k_p)\,u_q^*(\beta)u_s(\beta),\qquad U_{\alpha\beta}(q)=\sum_Re^{iqR}U(R+\tau_\alpha-\tau_\beta). \]
Every term of \(H_{\rm eff}\) then conserves \(K=k_1+k_2-k_v\), and each \(K\) is a separate block.

The long-wavelength head of \(W\) at \(q=0\) is independent of \(\alpha,\beta\) and acts as a constant \(C\) added to \(W(r)\). By orthonormality \(\langle pq|C|rs\rangle=C\delta_{pr}\delta_{qs}\). In the basis with \(c_1<c_2\) the repulsion gains \(+C\) on the diagonal and each of the two positive kernel terms gains \(-C\). The trion shifts by \(C-2C=-C\) and the exciton by \(-C\). The binding energy, exciton plus free electron minus trion, does not depend on \(C\), although the absolute energies do. In the chain model specified further on, \(C=0.5\) eV lowers both levels by 0.500000 eV.

The exchange term differs from the optical BSE. In \(\langle cv'|V|vc'\rangle\) the transfer is \(k_v-k_c\), the negative of the pair momentum \(Q=k_c-k_v\). With a spectator at \(k_2\), \(Q=K-k_2\) takes all values. The transition charge \(\sum_\alpha u_c^*u_v\) vanishes at \(Q=0\) by orthogonality but in general not at \(Q\neq0\), so the long-range part of \(V\) must be kept.

**Q.** The kernel treats singlet and triplet pairs differently, and here the hole is paired with two electrons. Is spin still a good label?

**A.** Without spin-orbit coupling it is. Let \(\gamma,\nu\) be spatial labels. The repulsion is the usual spin-independent operator. The direct term couples \(\sum_\sigma a^\dagger_{\gamma\sigma}a_{\gamma'\sigma}\) to \(\sum_\tau a_{\nu\tau}a^\dagger_{\nu'\tau}\). The exchange term is \(\sum\langle\gamma\nu'|V|\nu\gamma'\rangle X^\dagger_{\nu\gamma}X_{\nu'\gamma'}\) with \(X^\dagger_{\nu\gamma}=\sum_\sigma a^\dagger_{\gamma\sigma}a_{\nu\sigma}\). All these spin sums commute with the total spin, so three spins \(\tfrac12\) give doublets and quartets.

For the exciton, the singlet is \(X^\dagger|0\rangle/\sqrt2\), and \(X\) acting on it gives \(\sqrt2\), so exchange enters with a factor 2. A triplet is annihilated by \(X\). For the trion, the state with \(S_z=\tfrac32\) has both electrons up and a down electron missing. \(X\) returns an electron to a valence orbital of its own spin, so it annihilates this state, and by rotation every quartet component. Quartets feel no exchange. For a positive kernel such as the Coulomb interaction the exchange term has the form \(\int\hat\rho^\dagger V\hat\rho\ge0\) with \(\hat\rho=\sum\psi^*_{\nu'}\psi_{\gamma'}X_{\nu'\gamma'}\), so it can only raise the lowest doublet. Without it the conduction spin is conserved by itself, and the electron pair is a pure singlet or a pure triplet.

**Q.** Light creates neutral pairs. What is the initial state for a trion line, and what is its strength?

**A.** The initial state is \(|c\rangle=a_c^\dagger|0\rangle\), a doped electron. The part of the velocity operator that leads into our basis is \(P=\sum_{dv}p_{dv}a_d^\dagger a_v\) with \(p_{dv}=\langle d|\hat v|v\rangle\). The result for \(B^\dagger\) gives \(P|c\rangle=\sum_{dv}p_{dv}|v\,c\,d\rangle\), and the overlap gives
\[ \langle vc_1c_2|P|c\rangle=p_{c_2v}\,\delta_{c_1c}-p_{c_1v}\,\delta_{c_2c} . \]
For \(|T\rangle=\sum_{v,c_1<c_2}A_{vc_1c_2}|vc_1c_2\rangle\) the golden rule puts a line at \(\omega=E_T-\varepsilon_c\) with strength \(f_T=|\sum A^*_{vc_1c_2}\langle vc_1c_2|P|c\rangle|^2\). This is the velocity form; the contribution to the dielectric function carries a further factor \(1/\omega^2\). BSE codes usually use the length form, with \(p_{dv}/(\varepsilon_d-\varepsilon_v)\) in place of \(p_{dv}/\omega\), and for \(H_{\rm eff}\) the two forms do not give the same absolute strength. For vanishing photon momentum \(p_{dv}\) is diagonal in \(k\), so \(K=k_c\). Since \(P\) is a spin scalar and \(|c\rangle\) a doublet, quartets are dark.

Completeness gives \(\sum_Tf_T=\|P|c\rangle\|^2\). The states \(|v\,c\,d\rangle\) with \(d\ne c\) are orthonormal and \(|v\,c\,c\rangle=0\), so
\[ \sum_Tf_T=\sum_{d\neq c}\sum_v|p_{dv}|^2 , \]
which is the neutral sum minus the Pauli-blocked transitions into \(c\).

The size dependence follows from counting. A bound exciton has \(N\) amplitudes \(A_k=\phi(k)/\sqrt N\) with \(\phi\) smooth, so \(f_X=|\sum_k\phi^*p_k|^2/N\propto N\). A bound trion has of order \(N^2\) amplitudes \(\Phi(k_1,k_2)/N\), of which \(P\) reaches only the order \(N\) with one electron at \(K\). Then \(f_T\sim|N^{-1}\sum_k\Phi^*(K,k)p_k|^2\) tends to a constant. With \(n\) independent electrons per cell near the band edge, the trion-to-exciton intensity ratio is \(n\,(Nf_T/f_X)\), to first order in \(n\).

**Q.** Put numbers on it, and say what the binding energy is measured from.

**A.** Take a Rice-Mele ring with round model parameters: cell \(a=4\) Å, sites A and B at \(0\) and \(a/2\) with energies \(\pm\Delta/2\), \(\Delta=5\) eV, hopping \(t_1=1.5\) eV within a cell and \(t_2=1.0\) eV between cells. The interactions are \(V=e^2/\sqrt{r^2+r_0^2}\) with \(r_0=2\) Å and \(W=V/4\), where \(r\) is the shortest distance along the ring. With \(e^2=14.3996\) eV Å, \(V(0)=7.20\) eV and \(W(0)=1.80\) eV. The bands stand in for quasiparticle energies.

From \(h_{AB}(k)=-t_1-t_2e^{-ika}\), \(\varepsilon^2=\Delta^2/4+t_1^2+t_2^2+2t_1t_2\cos ka\). The gap lies at \(k_0=\pi/a\): \(E_g=2\sqrt{2.5^2+0.5^2}=5.0990\) eV and \(\varepsilon_c(k_0)=2.5495\) eV. For \(k=k_0+q\), \(\varepsilon^2\approx E_g^2/4+t_1t_2a^2q^2\), so \(1/m=2t_1t_2a^2/E_g\), which is \(m=0.81\,m_e\) for both carriers. The velocity \(\hat v=i[h,x]\) has site elements \(ih_{ij}(x_j-x_i)\); the two neighbours at \(\pm a/2\) give \(v_{AB}=\tfrac{ia}2(-t_1+t_2e^{-ika})\), quoted as \(\hbar v\) in eV Å. At \(k_0\) this is \(\tfrac a2(t_1+t_2)\sigma_y\) while \(h\) is real, and \(\sigma_y\) between real orthonormal vectors has modulus one. So \(|p|^2=(2\times2.5)^2=25\) eV² Å². For \(N=16\) the neutral sum \(2\sum_k|p_k|^2\) is 353.776 and the trion strengths add to \(353.776-25=328.776\) eV² Å².

For \(K=k_0\) and \(S_z=\tfrac12\) there are \(N^2\) states with opposite electron spins and \(N(N-1)/2\) with both up, \(1024+496=1520\) for \(N=32\). Dense diagonalization of this matrix and of the BSE matrices gives, in eV and eV² Å²:

| \(N\) | trion | next level | binding | \(f_X\) | \(f_T\) |
|---|---|---|---|---|---|
| 16 | 6.6348 | 6.6860 | 0.0835 | 289.4 | 78.8 |
| 24 | 6.6371 | 6.6824 | 0.0812 | 434.1 | 86.9 |
| 32 | 6.6374 | 6.6821 | 0.0809 | 578.7 | 88.3 |

At \(N=32\) the triplet exciton lies at 4.1688 eV and the bright singlet at 4.1819 eV, bound by 0.9302 and 0.9171 eV, with splitting \(\Delta_{ST}=0.0131\) eV. A doublet can break up into a triplet exciton and an electron, because spins \(1\) and \(\tfrac12\) couple to \(\tfrac12\). The lowest threshold is therefore \(\min_Q[\Omega_{\rm trip}(Q)+\varepsilon_c(K-Q)]\). A scan over the mesh puts the minimum at \(Q=0\): \(4.1688+2.5495=6.7183\) eV. Then
\[ E_b=6.7183-6.6374=0.0809\ \text{eV},\qquad \hbar\omega=6.6374-2.5495=4.0879\ \text{eV}. \]
The line lies \(4.1819-4.0879=0.0940\) eV below the bright exciton, which is \(E_b+\Delta_{ST}=0.0809+0.0131\). The binding energy is 0.081 eV (0.0030 hartree) and the spectroscopic shift 0.094 eV (0.0035 hartree); \(E_b\) moves by 0.0003 eV between \(N=24\) and \(32\). With the initial electron at the band edge and the threshold set by the \(Q=0\) triplet, as here, the shift read from a spectrum exceeds the binding energy by the singlet-triplet splitting.

From \(N=24\) to \(32\), \(f_X\) grows by 1.3332 against a size ratio of 1.3333, and \(f_T\) by 1.016. The combination \(Nf_T/f_X\) runs 4.35, 4.80, 4.88 and levels off at 4.90 for \(N=48\) and \(64\). The digits depend on the form of the matrix element: the limit is 5.13 with the factor \(1/\omega^2\) of each line and 5.01 in the length form. The absolute strengths differ more; at \(N=32\) the length form multiplied by \(\omega^2\) gives 353 eV² Å² for the exciton in place of 578.7. One doped electron thus gives the trion line the strength of roughly five cells of exciton absorption.

**Q.** Your table has a second level below the threshold. Is that a finite-size artefact?

**A.** The numbers speak against it. The level moves away from the threshold as the ring grows and levels off, lying \(6.7183-6.6821=0.036\) eV below it at \(N=32\). At \(N=16\) it coincides with the lowest eigenvalue of the \(S_z=\tfrac32\) block, 6.6860 eV, so there it is a quartet: dark, free of exchange, with the electrons in a triplet and an antisymmetric spatial function. Its spin at larger \(N\) is inferred from continuity. The model has a second bound trion. A plausible cause, offered as a conjecture, is that on a line two repelling electrons sit on opposite sides of the hole and seldom meet, so that a node at their coincidence costs less than the binding.

**Q.** How much does the bare exchange matter for the bright trion?

**A.** At \(N=24\), removing it lowers the trion from 6.6371 to 6.6195 eV and leaves the triplet threshold unchanged, so the binding rises from 0.0812 to 0.0988 eV. Exchange costs 0.0176 eV. A naive estimate falls short. When the electrons form a singlet, each spin is unpolarized and uncorrelated with the hole, so each electron-hole pair is a singlet with probability \(\tfrac14\). Two pairs, each treated as a \(Q=0\) exciton, would give \(\Delta_{ST}/2\approx0.007\) eV. The estimate ignores that the pairs inside the trion carry a spread of momenta \(Q\) and need not have the internal wave function of the free exciton. In first order in the exchange, taken on the exchange-free trion at \(N=24\), the cost is 0.024 eV. Pairs at \(Q=0\) carry weight 0.35 and contribute 0.002 eV, which is \(\Delta_{ST}/2\) per unit weight, as in the naive estimate. The rest comes from \(Q\neq0\), where the long-range exchange acts: the free-exciton splitting is already 0.056 eV at the smallest \(Q\) of this mesh. Relaxation of the state lowers the first-order value to 0.0176 eV.

Exchange also mixes in the doublet built on an electron triplet. The weight of configurations with both electrons up is about 0.010. In that doublet the component with both electrons up has Clebsch-Gordan weight \(\tfrac23\), so the triplet admixture is \(\tfrac32\times0.010\approx0.015\).

**Q.** Where should I stop trusting the matrix?

**A.** It describes one extra electron. When the spacing of doped carriers approaches the trion size, Fermi-sea pairs, band filling and metallic screening enter, and the basis is too small. Static \(W\) requires binding energies small against the excitation energies that build the screening. The Tamm-Dancoff restriction requires the pair-creating elements to be small against the gap, which is doubtful for small gaps or strong exchange. With spin-orbit coupling the matrix elements hold for spinors, but the doublet and quartet labels and the darkness of quartets are lost, and the lowest exciton-plus-electron threshold must be found anew.

Numbers in the example were calculated in double precision.
